# Quantum Rabi Model: Displaced Oscillators and the Generalized Rotating-Wave Approximation, part 1

(Sections cited here and not found follow in the second part.)

## Part one: displaced oscillators and the doublet splitting

**Q.** I have a two-level molecule coupled to one cavity mode so strongly that the coupling is a sizeable fraction of the photon energy. A low-order expansion in the coupling can then no longer be trusted. What is the model, and what is left to expand in?

**A.** In Hartree atomic units ($\hbar=1$) the model is the quantum Rabi Hamiltonian

$$H=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z+g\,\sigma_x(a+a^\dagger),\tag{1}$$

with $[a,a^\dagger]=1$, $\sigma_z|e\rangle=|e\rangle$, $\sigma_z|g\rangle=-|g\rangle$, $\sigma_+=|e\rangle\langle g|$, $\sigma_-=|g\rangle\langle e|$, $\sigma_x=\sigma_++\sigma_-$, and $\omega,\omega_0,g>0$. The zero-point energy is dropped. It assumes one lossless mode and two states without permanent dipoles, so that the projected dipole is $\mu\sigma_x$. In the length gauge with coupling constant $\kappa$ the interaction is $\kappa\sqrt{\omega/2}\,\hat\mu\,(a+a^\dagger)+\kappa^2\hat\mu^2/2$. This gives $g=\kappa\mu\sqrt{\omega/2}$. If the dipole is projected before it is squared, $\sigma_x^2=1$ makes the self-energy the constant $\kappa^2\mu^2/2=g^2/\omega$, which I omit. The term to expand in is $\omega_0\sigma_z/2$, because the rest of $H$ can be solved exactly for any $g$.

**Q.** Show me that solution.

**A.** At $\omega_0=0$, $\sigma_x$ is conserved. Its eigenstates are $|\pm\rangle=(|e\rangle\pm|g\rangle)/\sqrt2$, and $\sigma_z|\pm\rangle=|\mp\rangle$. With $\lambda=g/\omega$ the field sees

$$H_\pm=\omega a^\dagger a\pm g(a+a^\dagger)=\omega(a^\dagger\pm\lambda)(a\pm\lambda)-\frac{g^2}{\omega},$$

as multiplying out shows, since $\omega\lambda=g$ and $\omega\lambda^2=g^2/\omega$. Let $A=a^\dagger-a$ and $D(\beta)=e^{\beta A}$ with real $\beta$. $A$ is anti-Hermitian, so $D(\beta)^\dagger=D(-\beta)=D(\beta)^{-1}$. Differentiating,

$$\frac{d}{d\beta}\,e^{-\beta A}a\,e^{\beta A}=e^{-\beta A}[a,A]e^{\beta A}=1,$$

because $[a,a^\dagger-a]=1$. Hence $D(\beta)^\dagger aD(\beta)=a+\beta$, and its adjoint gives $a^\dagger+\beta$. The choice $\beta=\mp\lambda$ turns $a\pm\lambda$ into $a$, so $D(\mp\lambda)^\dagger H_\pm D(\mp\lambda)=\omega a^\dagger a-g^2/\omega$. The eigenstates are $|\pm\rangle D(\mp\lambda)|n\rangle$ and both have energy $n\omega-g^2/\omega$. A dipole pointing one way or the other pulls the field oscillator into one of two mirror-image wells, and every level is doubly degenerate.

**Q.** The term $\sigma_z$ flips the dipole but leaves the field alone. So I need overlaps of states in opposite wells, which are matrix elements of $D(2\lambda)$. I will not take those from a table.

**A.** First factorize. Let $K(\beta)=e^{-\beta^2/2}e^{\beta a^\dagger}e^{-\beta a}$. The same differentiation as before, with $[a^\dagger,a]=-1$, gives $e^{\beta a^\dagger}a\,e^{-\beta a^\dagger}=a-\beta$, that is $e^{\beta a^\dagger}a=(a-\beta)e^{\beta a^\dagger}$. Then

$$K'=-\beta K+a^\dagger K-e^{-\beta^2/2}e^{\beta a^\dagger}a\,e^{-\beta a}=\left[-\beta+a^\dagger-(a-\beta)\right]K=AK .$$

$K$ and $D$ obey the same first-order equation and both equal $1$ at $\beta=0$, so $D=K$. Now take $m\ge n$ and $d=m-n$. From $a^k|n\rangle=\sqrt{n!/(n-k)!}\,|n-k\rangle$,

$$e^{-\beta a}|n\rangle=\sum_{k=0}^{n}\frac{(-\beta)^k}{k!}\sqrt{\frac{n!}{(n-k)!}}\,|n-k\rangle .$$

To reach $|m\rangle$ from $|n-k\rangle$ the factor $e^{\beta a^\dagger}$ must supply $k+d$ quanta, with amplitude $\frac{\beta^{k+d}}{(k+d)!}\sqrt{m!/(n-k)!}$. Multiplying, and writing $\sqrt{n!\,m!}=m!\sqrt{n!/m!}$,

$$\langle m|D(\beta)|n\rangle=e^{-\beta^2/2}\sqrt{\frac{n!}{m!}}\;\beta^{d}\sum_{k=0}^n\frac{(-\beta^2)^k\,(n+d)!}{k!\,(k+d)!\,(n-k)!}.$$

The sum is the associated Laguerre polynomial $L_n^{d}(\beta^2)$, so

$$\langle m|D(\beta)|n\rangle=\sqrt{\frac{n!}{m!}}\;\beta^{m-n}e^{-\beta^2/2}L_n^{m-n}(\beta^2),\qquad m\ge n.\tag{2}$$

The elements are real, so $\langle n|D(\beta)|m\rangle=\langle m|D(-\beta)|n\rangle=(-1)^{m-n}\langle m|D(\beta)|n\rangle$. The numerical check tests (2) against quadrature of shifted Hermite functions and against the matrix exponential. From here on $x=4\lambda^2$, $D_{mn}=\langle m|D(2\lambda)|n\rangle$, $L_n=L_n^0$, and

$$G_n=D_{nn}=e^{-x/2}L_n(x)=e^{-2g^2/\omega^2}L_n(4g^2/\omega^2).\tag{3}$$

Since $D$ is unitary, $\sum_mD_{mn}^2=1$ and $|D_{mn}|\le1$.

**Q.** Carrying two sets of displaced states invites sign errors. Can both displacements be removed at once?

**A.** Yes, with $U=e^{\lambda\sigma_xA}$. On $|\pm\rangle$ the adjoint $U^\dagger$ acts as $D(\mp\lambda)$, so the states above are $U^\dagger|\pm,n\rangle$, and $H'=UHU^\dagger$ has the same spectrum as $H$. The field and coupling terms become $\omega a^\dagger a-g^2/\omega$ for both signs, as just shown. For $\sigma_z$, use $\sigma_x\sigma_z=-\sigma_z\sigma_x$ term by term in the exponential series: $U\sigma_z=\sigma_zU^\dagger$, so $U\sigma_zU^\dagger=\sigma_ze^{-2\lambda\sigma_xA}$. Because $\sigma_x^2=1$, the even powers sum to $\cosh2\lambda A$ and the odd ones to $-\sigma_x\sinh2\lambda A$. Finally $\sigma_z\sigma_x=\sigma_z\sigma_++\sigma_z\sigma_-=\sigma_+-\sigma_-$. Therefore, exactly,

$$H'=\omega a^\dagger a-\frac{g^2}{\omega}+\frac{\omega_0}{2}V,\qquad V=\sigma_z\cosh2\lambda A-(\sigma_+-\sigma_-)\sinh2\lambda A.\tag{4}$$

This is the polaron frame. Each factor $A$ changes the photon number by one, so $\cosh2\lambda A$ connects only even $m-n$ and $\sinh2\lambda A$ only odd $m-n$. Their sum is $D(2\lambda)$, so each equals $D_{mn}$ where it does not vanish. Also $V^2=U\sigma_z^2U^\dagger=1$, so the perturbation has norm $\omega_0/2$ whatever $\lambda$ is.

The parity $\Pi=-\sigma_z(-1)^{a^\dagger a}$ is conserved. It reverses the sign of $\sigma_x$, of $a$ and of $a^\dagger$, so it commutes with $\sigma_x(a+a^\dagger)$ and with $\sigma_xA$, hence with $H$, $U$ and $H'$. The state $|g,n\rangle$ has $\Pi=(-1)^n$ and $|e,n\rangle$ has $\Pi=-(-1)^n$.

**Q.** Now switch on $\omega_0$. How does the doublet split?

**A.** Degenerate first-order theory diagonalizes $V$ in the pair $|e,n\rangle,|g,n\rangle$. The off-diagonal element needs $\langle n|\sinh2\lambda A|n\rangle$, which is zero, as parity also demands. The diagonal elements are $\pm G_n$. With $s=+1$ for $e$ and $-1$ for $g$,

$$E(s,n)=n\omega-\frac{g^2}{\omega}+s\,\frac{\omega_0}{2}G_n,\qquad E(e,n)-E(g,n)=\omega_0\,e^{-2g^2/\omega^2}L_n(4g^2/\omega^2).\tag{5}$$

This is the displaced-oscillator approximation. The labels refer to the polaron frame. Since $|e\rangle,|g\rangle=(|+\rangle\pm|-\rangle)/\sqrt2$, the physical states are

$$U^\dagger|s,n\rangle=\frac{1}{\sqrt2}\left[|+\rangle D(-\lambda)|n\rangle+s\,|-\rangle D(\lambda)|n\rangle\right],$$

the even and odd combinations of the two wells. The bare energy $\omega_0$ acts as a tunnelling amplitude, reduced by the overlap $G_n$ of the two field states, in the manner of a Franck–Condon factor.

**Q.** A Laguerre polynomial turns negative. A splitting cannot.

**A.** The statement has to be sharpened. Let $E_k^{p}$ be the exact $k$-th level, counted from zero, of parity $p$, and define the signed quantity

$$S_n=E_n^{-(-1)^n}-E_n^{(-1)^n}.$$

Equation (5) says $S_n=\omega_0G_n$ at first order in $\omega_0$. The splitting is $|S_n|$, and a negative sign means that the member connected to $|e,n\rangle$ lies lower.

The definition needs level $k$ of each sector to belong to $n=k$. In the original frame the sector $\Pi=+1$ has the basis $|g,0\rangle,|e,1\rangle,|g,2\rangle,\dots$ and the other has $|e,0\rangle,|g,1\rangle,\dots$. In either, $H$ is tridiagonal with off-diagonal elements $g\sqrt{k+1}\neq0$. Row $k$ of the eigenvalue equation fixes the amplitude $c_{k+1}$ from $c_k$ and $c_{k-1}$, so $c_0$ fixes the whole vector and no level is degenerate. Levels of one parity never cross for $g\ne0$. At $\omega_0=0$ each sector contains each energy $n\omega-g^2/\omega$ once, and the counting is preserved as $\omega_0$ grows.

**Q.** Does (5) agree with anything I can compute in the ordinary way, at weak coupling?

**A.** From the sum, $L_n(x)=1-nx+O(x^2)$, so $G_n=1-(n+\tfrac12)x+\dots=1-2\lambda^2(2n+1)+\dots$. Compare with second order in $g$ applied to (1), for $\omega_0<\omega$. The bare state $|e,n\rangle$ couples to $|g,n+1\rangle$ with squared element $g^2(n+1)$ and denominator $\omega_0-\omega$, and to $|g,n-1\rangle$ with $g^2n$ and $\omega_0+\omega$. The state $|g,n\rangle$ couples to $|e,n+1\rangle$ with $g^2(n+1)$ and $-(\omega+\omega_0)$, and to $|e,n-1\rangle$ with $g^2n$ and $\omega-\omega_0$. Subtracting the two shifts,

$$S_n=\omega_0+g^2(2n+1)\left[\frac1{\omega+\omega_0}-\frac1{\omega-\omega_0}\right]=\omega_0\left[1-\frac{2g^2(2n+1)}{\omega^2-\omega_0^2}\right]+O(g^4).$$

Replacing $\omega^2-\omega_0^2$ by $\omega^2$ gives $\omega_0G_n$ at this order. The formula also shows that, at order $g^2$, the first correction to $S_n$ is of order $\omega_0^3$, and that at weak coupling the expansion in $\omega_0$ breaks down as $\omega_0\to\omega$.

**Q.** That is suspicious. First-order theory errs at second order. Where has the $\omega_0^2$ term gone?

**A.** It is present in each level and cancels in the difference. Within one parity sector the unperturbed levels of (4) are nondegenerate, one for each photon number $m$, so ordinary perturbation theory applies. From $|s,n\rangle$, $V$ reaches the state with the same $s$ through the $\cosh$ term when $m-n$ is even and the state with opposite $s$ through the $\sinh$ term when $m-n$ is odd. In both cases the squared element is $D_{mn}^2$ and the denominator is $(n-m)\omega$, so

$$\Delta^{(2)}_n=\frac{\omega_0^2}{4\omega}\sum_{m\ne n}\frac{D_{mn}^2}{n-m},\tag{6}$$

which does not depend on $s$. For $n=0$, (2) gives $D_{m0}^2=e^{-x}x^m/m!$, and the sum is $-e^{-x}J(x)$ with

$$J(x)=\sum_{m\ge1}\frac{x^m}{m\,m!}=\int_0^x\frac{e^t-1}{t}\,dt,$$

by termwise integration of the exponential series. The exponential integral $\mathrm{Ei}(x)$, the principal value of $\int_{-\infty}^xe^t\,dt/t$, has derivative $e^x/x$, so $\mathrm{Ei}(x)-\ln x$ and $J$ differ by a constant. For small $x$ the interval $(-x,x)$ contributes $O(x)$, and the remainder is $-\int_x^\infty e^{-t}dt/t=e^{-x}\ln x-\int_x^\infty e^{-t}\ln t\,dt$ by parts. This tends to $\ln x+\gamma$ with Euler's constant $\gamma=-\int_0^\infty e^{-t}\ln t\,dt$. Hence

$$\Delta^{(2)}_0=-\frac{\omega_0^2}{4\omega}\,e^{-x}\left[\mathrm{Ei}(x)-\ln x-\gamma\right].\tag{7}$$

The check compares (6) with the mean of the two diagonalized levels at small $\omega_0$, and (7) with the sum (6).

**Q.** A cancellation at one order may be an accident. Is it?

**A.** It follows from a symmetry. Conjugation with $\sigma_x$ reverses $\sigma_z$ and nothing else, so $\sigma_xH(\omega_0)\sigma_x=H(-\omega_0)$ and $\sigma_x\Pi\sigma_x=-\Pi$. An eigenvector of $H(\omega_0)$ with parity $p$ is mapped on an eigenvector of $H(-\omega_0)$ with the same energy and parity $-p$. Thus $E_n^{p}(-\omega_0)=E_n^{-p}(\omega_0)$, and $S_n(-\omega_0)=-S_n(\omega_0)$ exactly. All even orders cancel, provided the series exists. It does for $|\omega_0|<\omega$. On a circle $|z-E_n|=\omega/2$ around an unperturbed level of one sector, the resolvent $R_0(z)$ has norm $2/\omega$, so the geometric series in $R_0V\omega_0/2$ for the full resolvent converges when $(|\omega_0|/2)(2/\omega)<1$. The level, obtained as a contour integral of the resolvent, is then analytic in $\omega_0$. The condition is sufficient, and it holds for all $\lambda$ and $n$. So

$$S_n=\omega_0G_n+c_n(x)\,\frac{\omega_0^3}{\omega^2}+O(\omega_0^5/\omega^4),\tag{8}$$

while a single level in (5) errs by order $\omega_0^2/\omega$. The check asserts the exchange of sectors under $\omega_0\to-\omega_0$, and that $(S_n-\omega_0G_n)/\omega_0^3$ is stable when $\omega_0$ is doubled, which a quadratic term would spoil. If the two states have different permanent dipoles, the parity $\Pi$ and formula (5) are lost. For a traceless projected dipole the map $\omega_0\to-\omega_0$ survives, because conjugation with $\sigma_x\sigma_z(-1)^{a^\dagger a}$ reverses $\sigma_x$, $\sigma_z$, $a$ and $a^\dagger$, which leaves the coupling unchanged and reverses $\omega_0\sigma_z/2$. The dipole axis is then tilted, part of $\omega_0\sigma_z/2$ lies along it, and that part biases the two wells without being reduced by the overlap.

**Q.** At a zero of $L_n$ the formula predicts no splitting at all. The cubic term could keep the levels apart.

**A.** The two members have opposite parity, so nothing forces them apart. At a simple zero of $G_n$ the cubic term only moves the crossing by a relative amount of order $\omega_0^2/\omega^2$, although the relative error of $\omega_0G_n$ is unbounded near it. For $n=1$, $L_1=1-x$ vanishes at $\lambda=\tfrac12$, and the exact crossing can be found. Try

$$\psi=|+\rangle D(-\lambda)\left(c_0|0\rangle+c_1|1\rangle\right)+|-\rangle D(-\lambda)|0\rangle,\qquad E=\omega-\frac{g^2}{\omega},$$

with the same displacement in both components. Under $a\to a-\lambda$, $H_+$ becomes $\omega a^\dagger a-g^2/\omega$, and

$$H_-\to\omega(a^\dagger-\lambda)(a-\lambda)-g(a+a^\dagger-2\lambda)=\omega a^\dagger a-2g(a+a^\dagger)+\frac{3g^2}{\omega}.$$

The $|+\rangle$ component of $(H-E)\psi=0$ reads $\omega(a^\dagger a-1)(c_0|0\rangle+c_1|1\rangle)+\frac{\omega_0}2|0\rangle=0$. The $|1\rangle$ term vanishes identically and the $|0\rangle$ term gives $c_0=\omega_0/2\omega$. The $|-\rangle$ component reads

$$\left(\frac{4g^2}{\omega}-\omega\right)|0\rangle-2g|1\rangle+\frac{\omega_0}{2}\left(c_0|0\rangle+c_1|1\rangle\right)=0 .$$

The $|1\rangle$ term gives $c_1=4g/\omega_0$, and the $|0\rangle$ term, multiplied by $\omega$, gives

$$4g^2+\frac{\omega_0^2}{4}=\omega^2,\qquad x_c=1-\frac{\omega_0^2}{4\omega^2}.\tag{9}$$

$\Pi\psi$ is an eigenvector with the same energy. Its $|-\rangle$ component is $-D(\lambda)(c_0|0\rangle-c_1|1\rangle)$. Were it proportional to $D(-\lambda)|0\rangle$, then $D(-2\lambda)|0\rangle$ would contain only $|0\rangle$ and $|1\rangle$, contrary to (2). So $\psi\pm\Pi\psi$ are both nonzero and both sectors have a level at $E$. Following (9) to $\omega_0\to0$ identifies it as level $1$ in each. This is the lowest Juddian point. Setting (8) to zero at $x_c$ gives $e^{-1/2}\omega_0^3/4\omega^2+c_1(1)\,\omega_0^3/\omega^2=0$ at leading order, where $c_1(x)$ is now the cubic coefficient in (8), so $c_1(1)=-e^{-1/2}/4=-0.15163$. Diagonalization at $\lambda=\tfrac12$, $\omega_0/\omega=0.02$ gives $S_1\omega^2/\omega_0^3=-0.15162$.

**Q.** Put in numbers where the signs matter.

**A.** Take the model values $\omega=0.1$, $\omega_0=0.02$, $g=0.06$ Ha. Then $\lambda=0.6$, $x=1.44$, $e^{-x/2}=0.486752$ and $g^2/\omega=0.036$ Ha. The polynomials are $L_0=1$, $L_1=1-1.44=-0.44$, $L_2=1-2(1.44)+1.44^2/2=-0.8432$ and $L_3=1-3x+\tfrac32x^2-\tfrac16x^3=-0.707264$. For example $G_1=0.486752\times(-0.44)=-0.214171$ and $\omega_0G_1=-0.0042834$ Ha. The last column is $(\omega_0G_n-S_n)/|S_n|$, with $S_n$ from diagonalization.

| $n$ | $G_n$ | $\omega_0G_n$ (Ha) | $S_n$ (Ha) | error (%) |
|---|---|---|---|---|
| 0 | 0.486752 | 0.0097350 | 0.0096742 | 0.63 |
| 1 | −0.214171 | −0.0042834 | −0.0043556 | 1.66 |
| 2 | −0.410430 | −0.0082086 | −0.0082077 | −0.01 |
| 3 | −0.344262 | −0.0068852 | −0.0068460 | −0.57 |

With $1$ Ha $=27.211386$ eV, $S_0$ is $0.2649$ eV against the exact $0.2632$ eV, and $S_1$ is $-0.1166$ against $-0.1185$ eV. The three excited doublets are inverted in both calculations. The absolute errors for $n=0$ and $n=1$ are similar, about $6\times10^{-5}$ and $7\times10^{-5}$ Ha, well below the scale $\omega_0^3/\omega^2=0.0008$ Ha. The larger relative error for $n=1$ comes mainly from the smaller $|S_1|$: $g$ is not far beyond the crossing, which (5) places at $0.0500$ Ha and both (9) and the diagonalization at $0.0497494$ Ha. The very small error for $n=2$ shows that the sum of the higher odd terms nearly vanishes at this $\lambda$, and is not typical of the other rows.

The levels themselves are less accurate. Equation (5) gives $-0.036\mp0.0097350/2=-0.0408675$ and $-0.0311325$ Ha for $n=0$, against the exact $-0.0413538$ and $-0.0316796$ Ha. With $\mathrm{Ei}(1.44)=3.123751$ the bracket in (7) is $2.181892$, and

$$\Delta_0^{(2)}=-\frac{0.02^2}{4\times0.1}\times0.486752^2\times2.181892=-0.0005170\ \text{Ha}.$$

Adding it gives $-0.0413845$ and $-0.0316494$ Ha. The residuals are about $3\times10^{-5}$ Ha with opposite signs, as an odd-order term must have.

## Part two: the generalized rotating-wave approximation

**Q.** Let me fix what I accept so far. The Hamiltonian $H=\omega a^\dagger a+\frac{\omega_0}2\sigma_z+g\sigma_x(a+a^\dagger)$, with $\lambda=g/\omega$, $x=4\lambda^2$, $A=a^\dagger-a$ and $U=e^{\lambda\sigma_xA}$, is unitarily equivalent to

$$H'=\omega a^\dagger a-\frac{g^2}\omega+\frac{\omega_0}2\left[\sigma_z\cosh2\lambda A-(\sigma_+-\sigma_-)\sinh2\lambda A\right].$$

The $\cosh$ has elements $D_{mn}=\langle m|e^{2\lambda A}|n\rangle$ for even $m-n$, the $\sinh$ for odd $m-n$, with $D_{mn}$ given by (2) and $D_{nm}=(-1)^{m-n}D_{mn}$. The diagonal of $H'$ gives the displaced-oscillator (DO) levels $E(s,n)=n\omega-g^2/\omega+s\omega_0G_n/2$, $G_n=e^{-x/2}L_n(x)$. Parity $\Pi=-\sigma_z(-1)^{a^\dagger a}$ is conserved, levels $E_k^p$ of one parity do not cross, and (6) is the second-order shift. But suppose the cavity is tuned near resonance. What goes wrong at $\omega_0\approx\omega$?

**A.** The upper member of one doublet meets the lower member of the next. Their distance on the diagonal is

$$E(g,n+1)-E(e,n)=\omega-\frac{\omega_0}2\left(G_n+G_{n+1}\right),$$

which vanishes at $\omega_0=\omega$, $\lambda\to0$. The two states have the same parity $-(-1)^n$ and are coupled. Only $\sigma_+$ takes $g$ to $e$, so $\langle e,n|H'|g,n+1\rangle=-\frac{\omega_0}2D_{n,n+1}=+\frac{\omega_0}2D_{n+1,n}$. From (2) with $m=n+1$,

$$\langle e,n|H'|g,n+1\rangle=\frac{\omega_0}{2}F_n,\qquad F_n=\frac{2\lambda\,e^{-x/2}L_n^1(x)}{\sqrt{n+1}}.\tag{10}$$

The $k=0$ term of the Laguerre sum gives $L_n^1(0)=n+1$, so at small $\lambda$, $F_n\approx2\lambda\sqrt{n+1}$ and the coupling is $g(\omega_0/\omega)\sqrt{n+1}$. At resonance the distance, from $G_n\approx1-(n+\tfrac12)x$, is $\omega\,\frac x2\left[(n+\tfrac12)+(n+\tfrac32)\right]=4\lambda^2\omega(n+1)$. The coupling is linear in $g$ and the distance quadratic, so at weak resonant coupling the neglected element dominates. At large $\lambda$ and fixed $n$, $G_n$ and $F_n$ decay as $e^{-2\lambda^2}$ times a polynomial, the distance returns to $\omega$, and this particular danger disappears.

**Q.** So that element must be kept. What rule decides what else is kept?

The displaced-oscillator approximation gives the doublet splittings with an error cubic in $\omega_0$, but near resonance at weak coupling it fails because it neglects the element (10) between neighbouring doublets. It remains to decide which other elements to keep with it, to solve for the levels, and to test them against the exact spectrum.
